# The quartic term of a nondegenerate band in k·p theory: a numerical check

```python
"""Quartic coefficient of a nondegenerate band at Gamma from k.p theory.

Result under test, for H(k) = H0 + T k^2 + k M with T = hbar^2/(2m):
  C4 = sum_b |sum_a M_ba M_an / D_a|^2 / D_b  -  S N
  S = sum_a |M_an|^2 / D_a,  N = sum_a |M_an|^2 / D_a^2,  D_a = E_n - E_a
All sums leave out the band n itself. The first part is called the path term,
the second the renormalisation term. M is (hbar/m) e.p for a unit direction e.
Two bands with gap Eg and Ep = 2|p_cv|^2/m: C4 = -(T Ep)^2/Eg^3 (conduction).
Reference values come from diagonalization at several k and an even polynomial.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const


def even_coefficients(function, step):
    """Coefficients of k^0, k^2, ..., k^10 of an even function of k."""
    j = np.arange(6)
    values = np.array([function(step * i) for i in j])
    matrix = np.vander(j.astype(float) ** 2, 6, increasing=True)
    return np.linalg.solve(matrix, values) / step ** (2 * j)


def perturbation(energies, M, n):
    """Return S, N, path term, renormalisation term and third-order sum."""
    rest = np.array([i for i in range(len(energies)) if i != n])
    gap = energies[n] - energies[rest]
    v = M[rest, n]
    first = v / gap
    second = M[np.ix_(rest, rest)] @ first
    S = np.sum(abs(v) ** 2 / gap)
    N = np.sum(abs(first) ** 2)
    path = np.sum(abs(second) ** 2 / gap)
    third = np.vdot(first, second)
    return S, N, path, -S * N, third


def close(a, b, scale, tol=2e-5):
    # Tolerance covers rounding divided by step^4 and the k^12 remainder.
    return abs(a - b) < tol * scale


# ---- One-dimensional crystals; units T = 1, shortest reciprocal vector = 1
G1 = np.arange(-8, 9)


def chain(k, sine):
    """Potential 1.8 cos x + 1.2 cos 2x, plus 2*sine*sin 2x."""
    H = np.diag((G1 + k) ** 2).astype(complex)
    for i, j in itertools.product(range(len(G1)), repeat=2):
        d = G1[i] - G1[j]
        if abs(d) == 1:
            H[i, j] += 0.9
        if abs(d) == 2:
            H[i, j] += 0.6 - 1j * sine * np.sign(d)
    return H


print("ONE-DIMENSIONAL TEST CRYSTAL (dimensionless: T = 1, G = 1)")
for sine in (0.0, 0.4):
    e0, u0 = np.linalg.eigh(chain(0.0, sine))
    M1 = u0.conj().T @ np.diag(2.0 * G1) @ u0
    if sine == 0.0:
        # Parity of the lowest states, and the selection rule for M.
        parity = np.array([np.vdot(u0[:, i], u0[::-1, i]).real
                           for i in range(7)])
        assert np.allclose(abs(parity), 1, atol=1e-8)
        same = np.outer(parity, parity) > 0
        assert np.max(abs(M1[:7, :7][same])) < 1e-7
    for n in range(3):
        S, N, path, renorm, third = perturbation(e0, M1, n)
        c = even_coefficients(
            lambda k: np.linalg.eigvalsh(chain(k, sine))[n], 0.015)
        scale = abs(path) + abs(renorm)
        assert abs(M1[n, n]) < 1e-9 and abs(third) < 1e-8
        plus = np.linalg.eigvalsh(chain(0.1, sine))[n]
        minus = np.linalg.eigvalsh(chain(-0.1, sine))[n]
        assert abs(plus - minus) < 1e-11
        assert close(c[1], 1 + S, 1 + abs(S))
        assert close(c[2], path + renorm, scale)
        # Weight of the k = 0 state in the state at k falls as 1 - N k^2.
        weight = even_coefficients(
            lambda k: abs(np.vdot(u0[:, n], np.linalg.eigh(
                chain(k, sine))[1][:, n])) ** 2, 0.015)
        assert close(weight[1], -N, N)
        if sine == 0.0:
            print(f"band {n}: S {S:.5f}, N {N:.5f}, path {path:.5f}, "
                  f"renorm {renorm:.5f}")
            print(f"  C4: sum {path + renorm:.5f}, "
                  f"diagonalization {c[2]:.5f}")


# ---- Simple cubic crystal, lowest band, same dimensionless units
def cubic_model(cutoff):
    r = range(-4, 5)
    G = np.array([g for g in itertools.product(r, r, r)
                  if np.dot(g, g) <= cutoff])
    d2 = np.sum((G[:, None, :] - G[None, :, :]) ** 2, axis=2)
    V = np.where(d2 == 1, -0.35, 0.0) + np.where(d2 == 2, -0.12, 0.0)
    return G, V


def cubic_sum(G, V, e):
    energy, u = np.linalg.eigh(V + np.diag(np.sum(G ** 2, axis=1)))
    M = u.T @ ((2 * G @ e)[:, None] * u)
    return perturbation(energy, M, 0)


def invariant(e):
    return (e[0] * e[1]) ** 2 + (e[1] * e[2]) ** 2 + (e[2] * e[0]) ** 2


G3, V3 = cubic_model(14)
directions = {"100": (1, 0, 0), "111": (1, 1, 1),
              "110": (1, 1, 0), "210": (2, 1, 0)}
unit = {name: np.array(d) / np.linalg.norm(d)
        for name, d in directions.items()}
cubic_c4 = {}
print("CUBIC TEST CRYSTAL, LOWEST BAND (dimensionless)")
for name, e in unit.items():
    S, N, path, renorm, third = cubic_sum(G3, V3, e)
    c = even_coefficients(lambda k: np.linalg.eigvalsh(
        V3 + np.diag(np.sum((G3 + k * e) ** 2, axis=1)))[0], 0.02)
    assert close(c[2], path + renorm, abs(path) + abs(renorm))
    cubic_c4[name] = c[2]
    print(f"[{name}] path {path:.5f}, renorm {renorm:.5f}, C4 {c[2]:.5f}")
A = cubic_c4["100"]
B = (cubic_c4["111"] - A) / invariant(unit["111"])
for name in ("110", "210"):
    assert close(cubic_c4[name], A + B * invariant(unit[name]),
                 abs(A) + abs(B), 1e-4)
Gbig, Vbig = cubic_model(24)
big = cubic_sum(Gbig, Vbig, unit["111"])
shift = big[2] + big[3] - cubic_c4["111"]
print(f"basis {len(G3)} -> {len(Gbig)} waves: shift of [111] C4 {shift:.1e}")
assert abs(shift) < 0.02 * abs(cubic_c4["111"])

# ---- Exact two-band dispersion, symbolic
k, gap_s, g, t = sp.symbols("k gap g t", positive=True)
E = sp.Symbol("E")
two = sp.Matrix([[gap_s + t * k**2, sp.I * g * k],
                 [-sp.I * g * k, t * k**2]])
roots = sp.solve((two - E * sp.eye(2)).det(), E)
found = 0
for root in roots:
    edge = sp.simplify(root.subs(k, 0))
    quartic = sp.simplify(sp.diff(root, k, 4).subs(k, 0) / 24)
    sign = -1 if sp.simplify(edge - gap_s) == 0 else 1
    assert sp.simplify(quartic - sign * g**4 / gap_s**3) == 0
    found += sign
assert len(roots) == 2 and found == 0

# ---- Example: direct conduction valley of germanium, rough typical inputs
T = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2
Eg, mass = 0.80, 0.040                                    # eV, units of m
Ep = Eg * (1 / mass - 1)
C4 = -(T * Ep) ** 2 / Eg**3
alpha = (1 - mass) ** 2 / Eg
k_c = Eg / (2 * np.sqrt(T * Ep))


def band_coefficients(H0, M, n):
    return even_coefficients(
        lambda q: np.linalg.eigvalsh(H0 + q * M)[n], 0.02)


M2 = np.sqrt(T * Ep) * np.array([[0, 1j], [-1j, 0]])
H2 = np.diag([0.0, Eg])
conduction = band_coefficients(H2, M2, 1)
valence = band_coefficients(H2, M2, 0)
S2, N2, path2, renorm2, _ = perturbation(np.array([0.0, Eg]), M2, 1)
assert path2 == 0 and close(conduction[2], renorm2, abs(C4))
assert close(conduction[2], C4, abs(C4)) and close(valence[2], -C4, abs(C4))
assert close(T + conduction[1], T / mass, T / mass)
assert close(conduction[2], -alpha * (T / mass) ** 2, abs(C4))
C6 = 2 * (T * Ep) ** 3 / Eg**5
assert close(conduction[3], C6, C6, 1e-3)
# Taylor series of sqrt(1 + y), y = (k/k_c)^2, inside and outside the radius.
order = np.arange(300)
taylor = np.cumprod(np.append(1.0, (0.5 - order[:-1]) / order[1:]))
inside, outside = 0.9**2, 1.1**2
assert abs(np.sum(taylor * inside**order) - np.sqrt(1 + inside)) < 1e-10
assert abs(taylor[-1] * outside**299) > 1e6

q = 0.30                                                   # 1/nm
parabolic = T * q**2 / mass
quartic_energy = parabolic + C4 * q**4
exact = T * q**2 + np.linalg.eigvalsh(H2 + q * M2)[1] - Eg
kane = (np.sqrt(1 + 4 * alpha * parabolic) - 1) / (2 * alpha)
assert abs(quartic_energy - exact) < abs(parabolic - exact)
assert abs(kane - exact) < abs(quartic_energy - exact)
print("GERMANIUM DIRECT VALLEY, TWO-BAND MODEL (rough inputs)")
print(f"T = hbar^2/2m: {T:.6f} eV nm^2")
print(f"gap {Eg:.2f} eV, m*/m {mass:.3f}, fitted Ep {Ep:.2f} eV")
print(f"S {S2:.5f} eV nm^2, N {N2:.5f} nm^2")
print(f"C4 formula {C4:.5f}, diagonalization {conduction[2]:.5f} eV nm^4")
print(f"valence-band C4 {valence[2]:.5f} eV nm^4")
print(f"alpha {alpha:.4f} 1/eV, convergence radius k_c {k_c:.4f} 1/nm")
print(f"at k = {q:.2f} 1/nm: parabolic energy {1e3 * parabolic:.2f} meV")
print(f"  quartic term {1e3 * C4 * q**4:.2f} meV")
print(f"  energy to fourth order {1e3 * quartic_energy:.2f} meV")
print(f"  exact two-band energy {1e3 * exact:.2f} meV")
print(f"  Kane form E(1 + alpha E) {1e3 * kane:.2f} meV")
print(f"  sixth-order term {1e3 * C6 * q**6:.2f} meV")

# ---- Spin-orbit splitting of the valence level, refitted to the same mass
Delta = 0.30                                               # eV, rough
mean1 = (2 / Eg + 1 / (Eg + Delta)) / 3
mean2 = (2 / Eg**2 + 1 / (Eg + Delta) ** 2) / 3
Ep_so = (1 / mass - 1) / mean1
levi = np.zeros((3, 3, 3))
for i, j, l in itertools.permutations(range(3)):
    levi[i, j, l] = np.linalg.det(np.eye(3)[[i, j, l]])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(-1j * levi[i], pauli[i]) for i in range(3))
H8 = np.zeros((8, 8), complex)
H8[:6, :6] = Delta / 3 * (LS - np.eye(6))
H8[6, 6] = H8[7, 7] = Eg
assert np.allclose(np.linalg.eigvalsh(H8),
                   [-Delta] * 2 + [0] * 4 + [Eg] * 2, atol=1e-12)


def valence_coupling(e, ep):
    M = np.zeros((4, 4), complex)
    M[:3, 3] = 1j * np.sqrt(T * ep) * e
    return M + M.conj().T


for name in ("100", "111"):
    M8 = np.kron(valence_coupling(unit[name], Ep_so), np.eye(2))
    c8 = band_coefficients(H8, M8, 7)
    assert close(T + c8[1], T / mass, T / mass)
    assert close(c8[2], -(T * Ep_so) ** 2 * mean1 * mean2, abs(C4))

# ---- Higher Gamma-15 level: same parity as the conduction state
E15, Eq = 3.0, 16.0                                        # eV, rough
H7 = np.diag([0.0, 0.0, 0.0, Eg, E15, E15, E15])
c7 = {}
for name in ("100", "110", "111"):
    e = unit[name]
    M7 = np.zeros((7, 7), complex)
    M7[:4, :4] = valence_coupling(e, Ep)
    link = 1j * np.sqrt(T * Eq) * np.einsum("ijl,l->ij", abs(levi), e)
    M7[:3, 4:] = link
    M7[4:, :3] = link.conj().T
    c7[name] = band_coefficients(H7, M7, 3)
    extra = -4 * T**2 * Ep * Eq * invariant(e) / (Eg**2 * (E15 - Eg))
    assert close(c7[name][2], C4 + extra, abs(C4))
    assert close(c7[name][1], S2, S2)

# ---- Trial remote band of valence parity, refitted to the same mass
remote_gap, remote_share = 10.0, 2.0                       # eV, units of m/m*
Ep_remote = Eg * (1 / mass - 1 + remote_share)
M3 = np.zeros((3, 3), complex)
M3[0, 1] = 1j * np.sqrt(T * Ep_remote)
M3[1, 2] = 1j * np.sqrt(T * remote_share * remote_gap)
M3 = M3 + M3.conj().T
levels = np.array([0.0, Eg, Eg + remote_gap])
c3 = band_coefficients(np.diag(levels), M3, 1)
_, _, path3, renorm3, _ = perturbation(levels, M3, 1)
assert close(T + c3[1], T / mass, T / mass)
assert close(c3[2], path3 + renorm3, abs(C4))

# ---- Cold gap at fixed Ep, and population of this valley at 300 K
Eg_cold = 0.89                                             # eV, rough
c_cold = band_coefficients(np.diag([0.0, Eg_cold]), M2, 1)
mass_cold = T / (T + c_cold[1])
kT = const.k * 300 / const.e
offset, mass_L = 0.14, 0.22                                # eV, m; rough
ratio = (mass / mass_L) ** 1.5 / 4 * np.exp(-offset / kT)


def change(value):
    return 100 * (value / C4 - 1)


print("EFFECTS LEFT OUT OF THE TWO-BAND MODEL (change of C4)")
print(f"spin-orbit {Delta:.2f} eV, refitted Ep {Ep_so:.2f} eV: "
      f"C4 {c8[2]:.5f} eV nm^4, {change(c8[2]):+.1f} %")
print(f"Gamma-15 level at {E15:.1f} eV, coupling energy {Eq:.1f} eV:")
for name in ("100", "110", "111"):
    print(f"  [{name}] C4 {c7[name][2]:.5f} eV nm^4, "
          f"{change(c7[name][2]):+.1f} %")
print(f"  [111] extra energy at k = {q:.2f} 1/nm: "
      f"{1e3 * (c7['111'][2] - C4) * q**4:.2f} meV")
print(f"remote band {remote_gap:.0f} eV above, share -{remote_share:.0f} "
      f"of m/m*: {change(c3[2]):+.1f} %")
print(f"cold gap {Eg_cold:.2f} eV, Ep fixed: m*/m {mass_cold:.4f}, "
      f"C4 {change(c_cold[2]):+.1f} %")
print(f"kT at 300 K {1e3 * kT:.2f} meV; alpha*(3/2)kT "
      f"{100 * alpha * 1.5 * kT:.2f} %")
print(f"L valleys {offset:.2f} eV lower, density mass {mass_L:.2f} m each")
print(f"  Gamma-to-L electron ratio at 300 K {ratio:.1e}")
print("success")
```

Output:

```
ONE-DIMENSIONAL TEST CRYSTAL (dimensionless: T = 1, G = 1)
band 0: S -0.83490, N 0.86719, path -1.19406, renorm 0.72402
  C4: sum -0.47004, diagonalization -0.47004
band 1: S -1.80174, N 2.55051, path -1.41206, renorm 4.59535
  C4: sum 3.18329, diagonalization 3.18329
band 2: S 1.72078, N 2.06051, path -0.99963, renorm -3.54569
  C4: sum -4.54533, diagonalization -4.54533
CUBIC TEST CRYSTAL, LOWEST BAND (dimensionless)
[100] path -0.95315, renorm 0.48216, C4 -0.47099
[111] path -0.65998, renorm 0.48216, C4 -0.17782
[110] path -0.73327, renorm 0.48216, C4 -0.25111
[210] path -0.81243, renorm 0.48216, C4 -0.33027
basis 251 -> 485 waves: shift of [111] C4 -5.7e-05
GERMANIUM DIRECT VALLEY, TWO-BAND MODEL (rough inputs)
T = hbar^2/2m: 0.038100 eV nm^2
gap 0.80 eV, m*/m 0.040, fitted Ep 19.20 eV
S 0.91440 eV nm^2, N 1.14299 nm^2
C4 formula -1.04515, diagonalization -1.04515 eV nm^4
valence-band C4 1.04515 eV nm^4
alpha 1.1520 1/eV, convergence radius k_c 0.4677 1/nm
at k = 0.30 1/nm: parabolic energy 85.72 meV
  quartic term -8.47 meV
  energy to fourth order 77.26 meV
  exact two-band energy 78.65 meV
  Kane form E(1 + alpha E) 78.61 meV
  sixth-order term 1.74 meV
EFFECTS LEFT OUT OF THE TWO-BAND MODEL (change of C4)
spin-orbit 0.30 eV, refitted Ep 21.12 eV: C4 -0.96914 eV nm^4, -7.3 %
Gamma-15 level at 3.0 eV, coupling energy 16.0 eV:
  [100] C4 -1.04515 eV nm^4, -0.0 %
  [110] C4 -1.36186 eV nm^4, +30.3 %
  [111] C4 -1.46743 eV nm^4, +40.4 %
  [111] extra energy at k = 0.30 1/nm: -3.42 meV
remote band 10 eV above, share -2 of m/m*: +9.0 %
cold gap 0.89 eV, Ep fixed: m*/m 0.0443, C4 -27.4 %
kT at 300 K 25.85 meV; alpha*(3/2)kT 4.47 %
L valleys 0.14 eV lower, density mass 0.22 m each
  Gamma-to-L electron ratio at 300 K 8.6e-05
success
```
